# Berry curvature dipole of tilted Dirac cones, and why rotations kill it

## Question

I am trying to compute the Berry curvature dipole of two massive Dirac cones in two dimensions, tilted in opposite directions, to first order in the tilt. My definition is

$$
\mathbf D=\sum_n\int\frac{d^2k}{(2\pi)^2}\,f_0(E_n)\,\nabla_{\mathbf k}\Omega_n ,
$$

with $f_0$ the equilibrium occupation and $\Omega_n$ the Berry curvature. I am stuck in two places.

First, without tilt each cone gives zero by symmetry. With tilt, I expect a contribution proportional to the tilt of each cone. But the tilts are opposite, so shouldn't the two contributions cancel?

Second, I am told that any rotation axis normal to the plane makes $\mathbf D$ vanish. I can believe this for a twofold axis, which reverses every in-plane vector. Why should a threefold axis do it, when it doesn't map $\mathbf k$ to $-\mathbf k$?

## Answer

Whether the cones cancel depends on their curvatures as well as their tilts. If time reversal exchanges the cones, both the tilt and the curvature change sign, and the dipoles add. If the tilts are opposite but the curvatures are equal, the dipoles cancel. "Oppositely tilted" therefore does not specify the problem completely. I'll take the time-reversed pair first.

### The model and its curvature

Set $\hbar=1$ and ignore spin. Label the cones by $s=\pm1$ and measure $\mathbf k$ from each cone's centre:

$$
H_s=s v k_x\sigma_x+v k_y\sigma_y+m\sigma_z+s\,\mathbf w\cdot\mathbf k ,\qquad v>0,\quad |\mathbf w|<v .
$$

Here $m$ is the mass and $\mathbf w$ the tilt velocity. The condition on $\mathbf w$ keeps the Fermi pockets closed. Spinless time reversal is complex conjugation with $\mathbf k\to-\mathbf k$. Since only $\sigma_y$ changes sign under conjugation, $H_-(\mathbf k)=H_+(-\mathbf k)^*$, as required.

The energies are

$$
E_{s,\pm}=s\,\mathbf w\cdot\mathbf k\pm\varepsilon,\qquad \varepsilon=\sqrt{v^2k^2+m^2}.
$$

The tilt multiplies the identity matrix, so it changes the energies but not the eigenvectors. The curvature is that of the untilted cone.

I use $\Omega=\partial_xA_y-\partial_yA_x$ with $\mathbf A=i\langle u|\nabla u\rangle$. The terms with second derivatives cancel, leaving

$$
\Omega_n=i\big(\langle\partial_xu_n|\partial_yu_n\rangle-\langle\partial_yu_n|\partial_xu_n\rangle\big)=-2\,\mathrm{Im}\langle\partial_xu_n|\partial_yu_n\rangle .
$$

Insert the complete set formed by $u_n$ and the other band's state $u_l$. The $u_n$ term is a product of two imaginary numbers, because normalization makes $\langle u_n|\partial u_n\rangle$ imaginary. That product is real and drops out. For the other term, differentiate $H|u_n\rangle=E_n|u_n\rangle$ and project onto $u_l$:

$$
\langle u_l|\partial_a u_n\rangle=\frac{\langle u_l|\partial_aH|u_n\rangle}{E_n-E_l}.
$$

Hence

$$
\Omega_n=-2\,\frac{\mathrm{Im}\,\langle u_n|\partial_xH|u_l\rangle\langle u_l|\partial_yH|u_n\rangle}{(E_n-E_l)^2}.
$$

The identity part of $\partial_aH$ has no matrix element between different bands. The numerator therefore contains $s v^2$ times

$$
\langle u_n|\sigma_x|u_l\rangle\langle u_l|\sigma_y|u_n\rangle
=\langle\sigma_x\sigma_y\rangle_n-\langle\sigma_x\rangle_n\langle\sigma_y\rangle_n ,
$$

where I used $|u_l\rangle\langle u_l|=1-|u_n\rangle\langle u_n|$. The last product is real, and $\sigma_x\sigma_y=i\sigma_z$, so the imaginary part is $\langle\sigma_z\rangle_n$. Since $\partial H/\partial m=\sigma_z$, the derivative of the energy gives $\langle\sigma_z\rangle_\pm=\pm m/\varepsilon$. The squared band separation is $4\varepsilon^2$, so

$$
\Omega_{s,\pm}=\mp\frac{s\,m v^2}{2\varepsilon^3}.
$$

The cones have opposite curvature. For the upper band,

$$
\nabla\Omega_{s,+}=-\frac{s m v^2}{2}\left(-\frac{3}{\varepsilon^4}\right)\frac{v^2\mathbf k}{\varepsilon}
=\frac{3s\,m v^4}{2\varepsilon^5}\,\mathbf k .
$$

### Why the two dipoles add

Time reversal gives $E_-(\mathbf k)=E_+(-\mathbf k)$ and $\Omega_-(\mathbf k)=-\Omega_+(-\mathbf k)$. Differentiating the second relation produces another minus sign:

$$
(\nabla\Omega_-)(\mathbf k)=+(\nabla\Omega_+)(-\mathbf k).
$$

Opposite momenta in the two cones thus have equal occupation and equal curvature gradient. Changing $\mathbf k\to-\mathbf k$ in the integral gives $\mathbf D_-=\mathbf D_+$. This step does not assume a small tilt.

### The first-order integral

Take zero temperature and $\mu>|m|$, keeping $\mu$ fixed as the tilt is introduced. The lower band is full because $s\mathbf w\cdot\mathbf k-\varepsilon<0$ when $|\mathbf w|<v$. A full band contributes nothing: over a disc of radius $K$, the integral of $\nabla\Omega$ becomes the boundary integral of $\Omega\,\hat{\mathbf n}$. Its size is at most $2\pi K|\Omega(K)|$, which falls as $K^{-2}$.

Only the upper-band pocket remains. Expand its occupation:

$$
\Theta(\mu-\varepsilon-s\mathbf w\cdot\mathbf k)
=\Theta(\mu-\varepsilon)-s\,\mathbf w\cdot\mathbf k\,\delta(\mu-\varepsilon)+O(w^2).
$$

The first term is isotropic while $\nabla\Omega$ is odd in $\mathbf k$, so its integral is zero. This is the vanishing you found without tilt. The next term gives, for each cone,

$$
D_{s,a}=-s\,w_b\int\frac{d^2k}{(2\pi)^2}\,k_b\,\delta(\mu-\varepsilon)\,
\frac{3s\,m v^4k_a}{2\varepsilon^5},
$$

with summation over $b$. The tilt supplies one factor $s$ and the curvature another. Their product is $s^2=1$, which is why opposite tilts do not cancel here.

To evaluate the integral, use $k\,dk=\varepsilon\,d\varepsilon/v^2$ and the angular integral $\int d\theta\,\hat k_a\hat k_b=\pi\delta_{ab}$. On the Fermi line $k_F^2=(\mu^2-m^2)/v^2$, so

$$
\int\frac{d^2k}{(2\pi)^2}k_ak_b\delta(\mu-\varepsilon)
=\frac{\pi\delta_{ab}}{4\pi^2}\,k_F^2\,\frac{\mu}{v^2}
=\delta_{ab}\frac{\mu(\mu^2-m^2)}{4\pi v^4}.
$$

Therefore

$$
\mathbf D_s=-\frac{3m v^4}{2\mu^5}\,\frac{\mu(\mu^2-m^2)}{4\pi v^4}\,\mathbf w
=-\frac{3m(\mu^2-m^2)}{8\pi\mu^4}\,\mathbf w .
$$

Adding the two cones doubles this.

For $\mu<-|m|$, the upper band is empty and the lower band has a hole pocket. Since the full lower band gives zero, its occupied part gives minus the integral over the holes. The hole region is $\varepsilon-s\mathbf w\cdot\mathbf k<|\mu|$, so the first-order change of its indicator function is $+s\mathbf w\cdot\mathbf k\,\delta(|\mu|-\varepsilon)$. The lower-band curvature also has the opposite sign. Relative to the electron calculation there are three sign changes, hence one overall reversal. For $|\mu|>|m|$,

$$
\boxed{\mathbf D=-\operatorname{sgn}(\mu)\,
\frac{3m(\mu^2-m^2)}{4\pi\mu^4}\,\mathbf w+O(w^3)} .
$$

The velocity $v$ has cancelled at this order. With $\hbar$ restored, $\mathbf w$ becomes $\hbar\mathbf w$ and $\mathbf D$ is a length.

The sign has a simple picture. For $s=+1$, $m>0$ and a tilt along $+x$, states at negative $k_x$ are lowered, so the electron pocket gains states there and loses them at positive $k_x$. The gradient $\partial_x\Omega$ has the sign of $k_x$. Both changes make $D_x$ negative.

### Where the result is large, and where it fails

At fixed $m$ and $\mathbf w$, the dependence on $q=\mu^2$ is $(q-m^2)/q^2$. Its derivative, $(2m^2-q)/q^3$, vanishes at $q=2m^2$. The first-order dipole thus peaks at

$$
|\mu|=\sqrt2\,|m|,\qquad |\mathbf D|_{\max}=\frac{3|\mathbf w|}{16\pi|m|}.
$$

A smaller gap gives a larger peak, but at fixed nonzero $\mu$ the dipole vanishes linearly as $m\to0$. For $|\mu|\gg|m|$ its magnitude approaches $3|m||\mathbf w|/(4\pi\mu^2)$, because the Fermi line lies where the curvature is weak.

Near the band edge, small $w/v$ alone is not sufficient. To see this, take $\mathbf w$ along $x$, $\mu>|m|$ and the cone $s=+1$. The second-order term of the occupation is even in $\mathbf k$, while $\nabla\Omega$ is odd, so it integrates to zero. The third-order term is $-\tfrac16w^3k_x^3\,\partial_\mu^2\delta(\mu-\varepsilon)$, giving

$$
D_x^{(3)}=-\frac{w^3}{6}\frac{d^2G}{d\mu^2},\qquad
G=\int\frac{d^2k}{(2\pi)^2}\,k_x^3\,\delta(\mu-\varepsilon)\,\partial_x\Omega .
$$

Using $\int d\theta\cos^4\theta=3\pi/4$,

$$
G=\frac{3mv^4}{2\mu^5}\cdot\frac{3\mu(\mu^2-m^2)^2}{16\pi v^6}
=\frac{9m}{32\pi v^2}\left(1-\frac{2m^2}{\mu^2}+\frac{m^4}{\mu^4}\right).
$$

Differentiating twice,

$$
\frac{d^2G}{d\mu^2}=\frac{9m}{32\pi v^2}\left(-\frac{12m^2}{\mu^4}+\frac{20m^4}{\mu^6}\right),
$$

and so

$$
D_x^{(3)}=\frac{3m^3w^3(3\mu^2-5m^2)}{16\pi v^2\mu^6}.
$$

Dividing by the first-order dipole of one cone gives the relative correction

$$
\frac{D_x^{(3)}}{D_x^{(1)}}=
\frac{w^2}{v^2}\,\frac{m^2(5m^2-3\mu^2)}{2\mu^2(\mu^2-m^2)} .
$$

It is the same for the pair, since the dipoles are equal. It diverges as $\mu\to|m|$, so the expansion near the edge requires $(w/v)^2m^2\ll\mu^2-m^2$. The reason is that the tilt moves the edge itself. Along the direction in which the upper band is lowered, $E=\varepsilon-|\mathbf w|k$ has its minimum where $v^2k/\varepsilon=|\mathbf w|$, and its value there is $|m|\sqrt{1-w^2/v^2}$. A pocket already exists at $\mu=|m|$, where the first-order formula gives zero.

### A numerical example

Take round model parameters in Hartree atomic units: $v=0.2$, $m=0.005$, $\mu=0.008$ and $\mathbf w=(0.02,0)$. Then $w/v=0.1$, $\mu^2-m^2=3.9\times10^{-5}$ and $\mu^4=4.096\times10^{-9}$, so

$$
D_x=-\frac{3(0.005)(3.9\times10^{-5})(0.02)}{4\pi(4.096\times10^{-9})}
=-0.2273\ \text{bohr}=-0.1203\ \text{Å}.
$$

A numerical integral over the full tilted Fermi sea, with curvature calculated from the eigenvectors, gives $-0.11327$ bohr for each cone and $-0.22655$ bohr for the pair. The full result is smaller in magnitude by $0.335\%$ of the first-order value. The correction formula predicts

$$
0.01\times\frac{2.5\times10^{-5}(1.25-1.92)\times10^{-4}}
{2(6.4\times10^{-5})(3.9\times10^{-5})}=-0.336\%.
$$

Other fillings, with the same $v$, $m$ and $\mathbf w$, give:

| $\mu$ (hartree) | First-order $D_x$ (bohr) | Full $D_x$ (bohr) |
|---:|---:|---:|
| 0.006 | −0.2026 | −0.2037 |
| 0.010 | −0.1790 | −0.1785 |
| 0.015 | −0.0943 | −0.0942 |
| −0.008 | 0.2273 | 0.2265 |

The correction increases the magnitude at $\mu=0.006$ and decreases it in the other rows. This agrees with the sign of $5m^2-3\mu^2$. The numerical maximum, found at a small tilt, lies at $\mu/m=1.414$. Scaled linearly to $w=0.02$, its height is $0.2387$ bohr, as the peak formula gives.

### Why any rotation axis gives zero

Now leave the cone model and consider a two-dimensional crystal with nondegenerate bands. Suppose it has an $n$-fold axis normal to the plane, with $n\ge2$, and let $R$ be the rotation by $2\pi/n$. Time reversal may be present or absent.

First we need the curvature at the rotated momentum. Let the symmetry act on positions as $\mathbf r\to R\mathbf r+\mathbf a$, where $\mathbf a$ allows the axis to lie anywhere. Rotating the Bloch state $e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$ gives

$$
e^{i(R\mathbf k)\cdot\mathbf r}\,e^{-i(R\mathbf k)\cdot\mathbf a}\,
u_{\mathbf k}\big(R^{-1}(\mathbf r-\mathbf a)\big).
$$

This is a Bloch state at $R\mathbf k$ with the same energy. Thus $E(R\mathbf k)=E(\mathbf k)$, and

$$
|u_{R\mathbf k}\rangle=e^{i\chi(\mathbf k)}\,\mathcal G\,|u_{\mathbf k}\rangle .
$$

Here $\mathcal G$ is a unitary operator independent of $\mathbf k$, including a spin rotation if needed. The position of the axis enters the $\mathbf k$ dependence only through the phase $\chi$.

Compare the Berry phase around a small loop with that around its rotated image. The fixed operator $\mathcal G$ cancels in the overlaps, and a smooth local choice of $\chi$ contributes the integral of a gradient around a closed loop, which is zero. The two Berry phases are equal. A rotation preserves the loop's area and orientation, so the curvatures are equal too:

$$
\Omega(R\mathbf k)=\Omega(\mathbf k).
$$

Differentiating with respect to $\mathbf k$ gives $R^{T}(\nabla\Omega)(R\mathbf k)=\nabla\Omega(\mathbf k)$, or

$$
(\nabla\Omega)(R\mathbf k)=R\,\nabla\Omega(\mathbf k).
$$

Substitute $\mathbf k=R\mathbf q$ in the definition of $\mathbf D$. The area element is unchanged, the rotated Brillouin zone is an equivalent zone, and $f_0$ depends only on energy. Therefore

$$
\mathbf D=\sum_n\int\frac{d^2q}{(2\pi)^2}f_0(E_n(\mathbf q))\,R\,\nabla\Omega_n(\mathbf q)=R\mathbf D .
$$

So $\mathbf D$ would have to be an in-plane vector unchanged by the rotation. You don't need the rotation to reverse it; changing its direction is enough. Algebraically, $(1-R)\mathbf D=0$, while

$$
\det(1-R)=\left(1-\cos\frac{2\pi}{n}\right)^2+\sin^2\frac{2\pi}{n}
=2-2\cos\frac{2\pi}{n}=4\sin^2\frac{\pi}{n}.
$$

For a threefold axis this is $3$. It is nonzero for every $n\ge2$, so $1-R$ is invertible and $\mathbf D=0$ at any filling and temperature. Two dimensions matter because a vector along the axis would survive the rotation, but $\mathbf D$ has no such component.

The argument needs the rotation to be a symmetry of both the Hamiltonian and the occupation. Strain that breaks the axis removes the restriction. A mirror line is less restrictive than a rotation. For $x\to-x$, the curvature obeys $\Omega(-k_x,k_y)=-\Omega(k_x,k_y)$, because reflection reverses the loop's orientation. Then $\partial_y\Omega$ is odd in $k_x$ and $D_y=0$, but $\partial_x\Omega$ is even and $D_x$ may survive.

### How this fits with the cones

A threefold axis that maps a cone's centre to itself, up to a reciprocal lattice vector, requires $R\mathbf w=\mathbf w$, hence $\mathbf w=0$. If the axis instead permutes three pairs, their tilts are $\mathbf w$, $R\mathbf w$ and $R^2\mathbf w$, which add to zero. So do their first-order dipoles.

A twofold axis gives the cancellation you expected. It can turn the $s=+1$ cone into

$$
\sigma_zH_+(-\mathbf k)\sigma_z
=v k_x\sigma_x+v k_y\sigma_y+m\sigma_z-\mathbf w\cdot\mathbf k .
$$

The tilt is reversed but the curvature is unchanged, so the dipoles are opposite. For the example parameters, the numerical sum is below $10^{-6}$ bohr.

The same contrast appears on a honeycomb lattice. Let the nearest-neighbour hopping and bond length be 1, with temperature $0.08$ and $\mu=0.5$ in hopping units. A second-neighbour hopping of $0.1$ along one direction adds an energy proportional to $\cos(\mathbf k\cdot\mathbf a_1)$, where $\mathbf a_1$ is the lattice vector in that direction. Its gradient is odd in $\mathbf k$, so it tilts the two valleys oppositely, with tilt velocity $\pm0.3$ along $\mathbf a_1$. It also lowers both valleys by $0.1$, so $\mu$ lies $0.6$ above the cone centres. With $m=0.3$, $w=0.3$ and $\mu=0.6$, the first-order cone formula averaged over the thermal window gives $-0.043$ bond lengths, to be compared with the lattice value below.

With a staggered sublattice mass of $0.3$ in hopping units, time reversal holds and there is no rotation axis. The calculated dipole is $D_x=-0.041$ bond lengths. With a mass of opposite sign in the two valleys (magnitude $0.31$, from an imaginary second-neighbour hopping of $0.06$ on all three directions), the valley curvatures have the same sign and a twofold axis is present. The dipole then vanishes to numerical precision, although the hopping that tilts the valleys is the same. The numerical check also finds zero for threefold, fourfold and sixfold lattice models, on momentum meshes that do not themselves have the rotation symmetry.

## Values computed for the example and the checks

```
CONES: Hartree atomic units
velocity v = 0.200 a.u., tilt w_x = 0.020 a.u.
tilt ratio w/v = 0.100
mass m = 0.0050 hartree = 0.1361 eV
chemical potential mu = 0.0080 hartree = 0.2177 eV
untilted Fermi wavevector = 0.03122 1/bohr
upper-band curvature at k=0, s=+1 = -800.00 bohr^2
full D_x of cone s=+1 = -0.11327 bohr
full D_x of cone s=-1 = -0.11327 bohr
first-order D_x of pair = -0.22731 bohr = -0.12029 angstrom
full D_x of pair = -0.22655 bohr
relative deviation, measured = -0.3351 percent
relative deviation, predicted = -0.3355 percent
FILLING SCAN: mu (hartree), first-order D_x, full D_x (bohr)
  0.0060   -0.20263   -0.20368
  0.0080   -0.22731   -0.22655
  0.0100   -0.17905   -0.17853
  0.0150   -0.09431   -0.09417
 -0.0080    0.22731    0.22655
maximum of |D|: mu/m = 1.414
maximum |D_x| scaled to w_x above = 0.2387 bohr
equal-curvature pair: |D| < 1e-6 bohr is True
LATTICES: hopping = 1, length unit = bond or lattice constant
temperature = 0.08; mu = 0.5 honeycomb, 0.8 square
second-neighbour hop along x in 'twofold' and 'no axis' = 0.1
honeycomb, sixfold axis: |D| = 1.6e-11 length units
honeycomb, threefold axis: |D| = 9.2e-10 length units
honeycomb, twofold axis: |D| = 2.8e-11 length units
honeycomb, no axis: D_x = -0.04076, |D_y| = 4.8e-12 length units
square, fourfold axis: |D| = 1.4e-11 length units
square, no axis: D_x = -0.00992, |D_y| = 1.2e-11 length units
```
